# Fröhlich phonon emission by a parabolic-band electron: threshold and full rate, part 2

A simulation of hot electrons in a polar semiconductor needs the rate $W$ at which an electron emits longitudinal optical (LO) phonons. The question is whether a square root of the energy above threshold can replace the full energy dependence.

Hartree atomic units are used, with $\hbar=1$ and temperature $T$ written as an energy. An electron of band mass $m$, wavevector $\mathbf k$ and energy $E=E_{\mathbf k}=k^2/(2m)$ emits a phonon of energy $\omega$ and wavevector $\mathbf q$, and keeps a wavevector of length $k'=\sqrt{2m(E-\omega)}$. The cosine of the angle between $\mathbf q$ and $\mathbf k$ is $c$, and $x=(E-\omega)/\omega$. The mean phonon number is $N=1/(e^{\omega/T}-1)$.

With $\rho_{\mathbf q}=e^{-i\mathbf q\cdot\mathbf r}$ for one electron and $a_{\mathbf q}$ removing a phonon, the phonon energy and the coupling are

$$H=\sum_{\mathbf q}\left[\omega a_{\mathbf q}^\dagger a_{\mathbf q}
+M_q\left(\rho_{\mathbf q}^\dagger a_{\mathbf q}+\rho_{\mathbf q}a_{\mathbf q}^\dagger\right)\right]. \tag{3}$$

In a volume $V$,

$$M_q^2=\frac{2\pi\omega\kappa}{Vq^2}, \tag{8}$$

where $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$ contains the clamped-ion and static dielectric constants. With empty final states, the golden rule gives

$$W(E)=2\pi(N+1)\sum_{\mathbf q}M_q^2\,
\delta\!\left(E_{\mathbf k-\mathbf q}+\omega-E_{\mathbf k}\right). \tag{12}$$

Integration over angle and then over $q$ gives

$$W=\omega\kappa(N+1)\frac mk\int_{k-k'}^{k+k'}\frac{dq}{q}
=\omega\kappa(N+1)\frac mk\ln\frac{k+k'}{k-k'} . \tag{18}$$

The logarithm is rewritten with

$$\operatorname{arcsinh}\sqrt x
=\ln\frac{k+k'}{\sqrt{(k-k')(k+k')}}
=\frac12\ln\frac{k+k'}{k-k'} . \tag{21}$$

With the Fröhlich constant

$$\alpha=\kappa\sqrt{\frac{m}{2\omega}}, \tag{22}$$

the rate above the threshold $E=\omega$ is

$$W(E)=2\alpha\omega(N+1)\sqrt{\frac{\omega}{E}}\,
\operatorname{arcsinh}\sqrt{\frac{E-\omega}{\omega}} . \tag{23}$$

A numerical sum of (12) over phonon wavevectors, with a narrow Gaussian for the delta function, confirmed this at $E=3\omega$. In terms of $x$,

$$W=2\alpha\omega(N+1)f(x),\qquad f(x)=\frac{\operatorname{arcsinh}\sqrt x}{\sqrt{1+x}} . \tag{24}$$

Near threshold $f(x)=\sqrt x\,[1-2x/3+O(x^2)]$, and the leading term is the square-root law

$$W_{\rm root}=2\alpha\omega(N+1)\sqrt{\frac{E-\omega}{\omega}}=\kappa(N+1)k' . \tag{26}$$

### Why the square root appears

Label the final states by the electron's wavevector $\mathbf p$ instead of the phonon's. The sum in (12) then contains

$$\int_0^\infty p^2dp\;\delta\!\left(\frac{p^2}{2m}-(E-\omega)\right)=mk' , \tag{27}$$

because the argument has slope $p/m$ at its zero $p=k'$. Let $c'$ be the cosine of the angle between the initial and final electron directions. The phonon wavevector satisfies $q^2=k^2+k'^2-2kk'c'$, and with the prefactor $2\pi\cdot V/(4\pi^2)$ the rate is

$$W=(N+1)\,\omega\kappa\,mk'\int_{-1}^{1}\frac{dc'}{k^2+k'^2-2kk'c'} . \tag{28}$$

The factor $k'$ comes from the number of final states. At threshold $k'\to0$, so every allowed phonon has $q=k=\sqrt{2m\omega}$. The integral tends to the finite value $2/(2m\omega)$, and (28) reduces to (26). The square root is thus the three-dimensional density of states at the bottom of a parabolic band, and the Coulomb factor $1/q^2$ fixes its coefficient.

A coupling that does not depend on $q$ separates the two causes. The integral over $c'$ is then a constant, and the rate is proportional to $k'$ at all energies of the parabolic band. The numerical sum over phonon wavevectors, repeated with such a coupling, gave a ratio of 1.5812 between the rates at $x=5$ and $x=2$, against $\sqrt{5/2}=1.5811$. For the Fröhlich coupling, dividing (28) by (26) gives

$$\frac{W}{W_{\rm root}}=\left\langle\frac{2m\omega}{q^2}\right\rangle
=\frac{\operatorname{arcsinh}\sqrt x}{\sqrt{x(1+x)}} , \tag{29}$$

where the brackets denote an average over final directions. As the energy rises, most directions require a larger momentum transfer, where the coupling is weaker. This is what bends the rate below the square root.

### The maximum and the high-energy decline

Substitute $x=\sinh^2u$ in (24). Then $f=u/\cosh u$, and

$$\frac{df}{du}=\frac{\cosh u-u\sinh u}{\cosh^2u}=0
\quad\Longrightarrow\quad u\tanh u=1 . \tag{30}$$

The product $u\tanh u$ grows steadily from zero, so there is one solution, $u=1.1997$, and the derivative changes from positive to negative there. The maximum lies at $E=\omega\cosh^2u=3.277\,\omega$, where $f=0.6627$. In this model its position in units of $\omega$ does not depend on the material or the temperature.

At high energy $\operatorname{arcsinh}\sqrt x=\ln(\sqrt x+\sqrt{1+x})$ approaches $\ln(2\sqrt{E/\omega})$, so that

$$W\to\alpha\omega(N+1)\sqrt{\frac\omega E}\,\ln\frac{4E}{\omega} . \tag{31}$$

The decline is slow, because the logarithm partly offsets the inverse square root. It is a property of the parabolic band, and a modest nonparabolicity removes it, as shown below.

### Absorption and net heating or cooling

Absorption uses the other term of (3), with the boson factor $N$. The final wavevector is $k''=\sqrt{k^2+2m\omega}$. Energy conservation now reads $q^2+2kqc=2m\omega$, and $|c|\le1$ allows $k''-k\le q\le k''+k$. The angular integral is again $m/(kq)$, so the logarithm in (18) becomes $\ln[(k''+k)/(k''-k)]$. By the identity (21), with $k$ in the place of $k'$ and $k''$ in the place of $k$,

$$W_{\rm abs}=2\alpha\omega N\sqrt{\frac\omega E}\,\operatorname{arcsinh}\sqrt{\frac E\omega} . \tag{32}$$

There is no threshold, and at $E\to0$ the rate tends to $2\alpha\omega N$. The mean power passed to the lattice is

$$P=\omega\,(W-W_{\rm abs}) . \tag{33}$$

### A worked example

Take $m=0.05$, a phonon energy of 35 meV, $\varepsilon_\infty=10.5$, $\varepsilon_s=13$ and 300 K. Then $\kappa=1/10.5-1/13=0.0183$. In (22) the phonon energy is in hartrees. Since half a hartree is 13.606 eV,

$$\alpha=0.0183\sqrt{\frac{0.05\times13.606}{0.035}}=0.081 .$$

With $\hbar=0.6582$ meV ps, the rate scale is $2\alpha\omega=2\times0.0807\times35/0.6582=8.6$ ps⁻¹. The phonon number is $N=0.348$, which raises the scale for emission to 11.6 ps⁻¹. The rates in ps⁻¹ are:

| $E$ (meV) | emission (23) | square root (26) | absorption (32) |
|---|---|---|---|
| 36 | 1.92 | 1.96 | 2.63 |
| 40 | 4.00 | 4.38 | 2.60 |
| 50 | 5.96 | 7.58 | 2.53 |
| 70 | 7.21 | 11.58 | 2.42 |
| 114.7 | 7.67 | 17.47 | 2.24 |
| 200 | 7.35 | 25.14 | 2.01 |

The maximum is at 114.7 meV, where the mean time to an emission is $1/7.67$ ps, or 130 fs. The net power there is $35\times(7.67-2.24)=190$ meV/ps. At 200 meV it is $35\times(7.35-2.01)=187$ meV/ps, whereas the square root would give $35\times(25.14-2.01)=810$ meV/ps. At 36 meV absorption exceeds emission, and the electron gains energy on average although it can already emit.

An electric field $F$ supplies the power $Fv$ to an electron moving along the force with speed $v$. At the maximum $v=898$ nm/ps, so the field that balances the loss is $0.190/898=2.1\times10^{-4}$ V/nm, or 2.1 kV/cm. This is a balance for one energy and one direction. It is not a breakdown field, nor a condition on a whole electron distribution.

### Where the threshold law can be seen

The full rate falls 10% below the square root at $x=0.170$, an excess energy of 6.0 meV. At the lower end, the law is limited by lifetime broadening. At 40 meV the excess is 5 meV. The initial state decays at $4.00+2.60=6.60$ ps⁻¹, which is a width of 4.3 meV. The final state lies near the band bottom and decays by absorption at nearly $2\alpha\omega N=3.0$ ps⁻¹, which adds almost 2 meV. The summed widths thus exceed the excess energy.

The two become equal at an excess of 6.6 meV at 300 K, and at 0.9 meV at 10 K. By this criterion, the room-temperature example has no interval in which the states are sharp enough and the full rate is also less than 10% below the square root. At 10 K broadening alone leaves such an interval, from about 0.9 to 6 meV. The low-temperature limit can be estimated directly. With $N=0$ the width is $2\alpha\omega\sqrt x$, and setting it equal to $x\omega$ gives $x=4\alpha^2$. The criterion uses golden-rule widths close to threshold, so it shows where the sharp onset becomes doubtful and does not give the broadened rate.

The coupling also shifts the levels. For an electron at rest at zero temperature, second-order perturbation theory gives

$$\Delta E=-\sum_{\mathbf q}\frac{M_q^2}{\omega+q^2/2m}
=-\frac{\omega\kappa}{\pi}\int_0^\infty\frac{dq}{\omega+q^2/2m}=-\alpha\omega , \tag{34}$$

since the last integral equals $(\pi/2)\sqrt{2m/\omega}$. At zero temperature the level is lowered by 2.8 meV for the parameters of the example. A shift common to the initial and final states cancels in the energy balance, but a difference between their shifts does not. For a moving electron the denominator in the sum is $\omega+E_{\mathbf k-\mathbf q}-E_{\mathbf k}$. Just at threshold, where $k^2=2m\omega$, it equals $|\mathbf q-\mathbf k|^2/(2m)$. With $\int d^3q\,/(q^2|\mathbf q-\mathbf k|^2)=\pi^3/k$, the shift becomes $-(\pi/2)\alpha\omega$. The initial level is thus lowered by $(\pi/2-1)\alpha\omega=1.6$ meV more than the final one. This exceeds the 0.9 meV set by broadening at 10 K, so the position of the onset on the scale of the unshifted energy $E$ is uncertain by an amount of this size.

### Corrections in a real layer

Nonparabolicity was estimated with one s-like conduction state coupled to three p-like states a gap $E_g=1$ eV below. This model has $E(1+E/E_g)=k^2/(2m)$ and includes the changing overlap of the Bloch functions. It multiplies the emission rate by 0.94 at 40 meV, 0.99 at 114.7 meV and 1.06 at 200 meV, so it changes the value of the rate by no more than about 6% at these energies. Because the maximum is flat, this is enough to remove it. The corrected rate is 7.60 ps⁻¹ at 114.7 meV and 7.78 ps⁻¹ at 200 meV, and it keeps rising slowly, to 7.96 ps⁻¹ at 500 meV, where (23) gives 6.14 ps⁻¹. The maximum at $3.277\,\omega$ and the decline beyond it belong to the parabolic band.

Free carriers can matter more. At $10^{17}$ cm⁻³ and 300 K, static screening replaces $1/q^2$ in the squared coupling by $q^2/(q^2+q_s^2)^2$, where $q_s^2=(4\pi/\varepsilon_\infty)\,\partial n_c/\partial\mu$, with $n_c$ the carrier density and $\mu$ the chemical potential. This gives $q_s=0.077$ nm⁻¹. The emission rate is multiplied by 0.77, 0.70 and 0.67 at the same three energies. These factors hold for static screening in its long-wavelength form. The emitted wavevectors near threshold are comparable with the thermal wavevector $\sqrt{2mT}=0.18$ nm⁻¹, and keeping the wavevector dependence of the static response raises the factors to about 0.80, 0.72 and 0.69. Static factors do not settle even the sign of the correction. The phonon field oscillates, and the carriers do not follow it as they would a static one. The plasmon energy is 16 meV, below the phonon energy, and in the long-wavelength limit the inertial response of the carriers divides the potential by $1-(16.2/35)^2=0.79$, which enhances it. That limit requires $q\sqrt{T/m}\ll\omega$. It fails near threshold, where $q\approx0.21$ nm⁻¹ makes the left-hand side more than 40 meV, so the enhancement cannot be assumed there. Dividing the squared coupling by the squared modulus of the carriers' random-phase dielectric function at the phonon frequency, without mixing of plasmon and phonon, gives factors of roughly 0.9, 1.1 and 1.2 at the three energies: a reduction near threshold and an enhancement higher up.

Occupied final states reduce the rate by the factor $1-f_{\rm F}(E-\omega)$, where $f_{\rm F}$ is the Fermi function. It is 0.75 at 40 meV and 0.98 at the maximum. Under the static assumption, screening and blocking together would lower the rate at 40 meV from 4.0 to $4.0\times0.77\times0.75=2.3$ ps⁻¹.

The parameters are rough typical values for direct-gap III-V layers of the kind used in lasers and detectors. The assumption that lasers break most clearly is the low carrier density: they run at roughly $10^{18}$ cm⁻³ or more, well above the density used here, so the corrections just given should not be carried over to them. Alloy layers can have more than one LO branch. In a thin quantum well with one occupied subband, $p^2dp$ in (27) is replaced by $p\,dp$, the density of states is constant, and the square-root factor is lost. Heating of the phonons and transfer to other valleys are also left out.

The flat phonon branch is a mild assumption by comparison. At 200 meV the phonon wavevectors reach 0.98 nm⁻¹, about a tenth of the distance to the zone boundary, which is 10.8 nm⁻¹ along [100] and 9.4 nm⁻¹ along [111] for a face-centred cubic lattice with a lattice constant of 0.58 nm.

For a bulk layer with few carriers, and at energies where the band is still nearly parabolic, equation (23) is the form to code. For the example this means up to about 200 meV; the s-p model puts the rate 14% above (23) at 300 meV and 30% above it at 500 meV. It contains the threshold law and, apart from being set to zero below threshold, needs no switch between energy ranges. In the room-temperature example its values are least certain within about 7 meV of threshold, where the summed widths exceed the excess energy. Broadening also changes the rate somewhat above that range, by an amount not computed here. The square root alone can replace (23) at low temperature within a few meV of threshold, for parameters like these, if the uncertainty in the position of the onset is acceptable. The remaining values are in the numerical output.

## Table of computed values

```
band mass: 0.05 electron masses
LO phonon energy: 35.0 meV
eps_inf, eps_static: 10.5, 13.0
gap: 1.0 eV; temperature: 300.0 K
kappa: 0.01832
Frohlich alpha: 0.0807
phonon occupation N at 300 K: 0.3481
rate scale 2*alpha*omega: 8.587 /ps
rate scale times (N+1): 11.577 /ps
wavevector sum / closed rate at E=3 omega: 1.00018
log slope between x=0.001 and 0.002: 0.4990
measured coefficient of x in bracket: -0.6661
contact-coupling ratio W(x=5)/W(x=2): 1.5812
square root of 5/2: 1.5811
peak: u = 1.19968, E/omega = 3.2767
peak shape u/cosh(u): 0.66274
rates in /ps: emission, square-root law, absorption
  E=36.0 meV: 1.920, 1.957, 2.628
  E=40.0 meV: 4.001, 4.376, 2.599
  E=50.0 meV: 5.958, 7.579, 2.534
  E=70.0 meV: 7.215, 11.577, 2.423
  E=114.7 meV: 7.672, 17.468, 2.238
  E=200.0 meV: 7.350, 25.136, 2.008
mean emission time at peak: 130.3 fs
net power loss at peak: 0.1902 eV/ps
speed at peak: 898.2 nm/ps
field balancing that loss: 2.117 kV/cm
root law 10% too high-side limit: W/root=0.9 at x=0.1702
that excess energy: 5.96 meV
excess = summed widths at 300 K: 6.55 meV
excess = summed widths at 10 K: 0.88 meV
polaron shift alpha*omega: 2.83 meV
polaron mass change alpha/6: 1.35 %
carrier density: 1.0e+17 cm^-3
chemical potential from band bottom: -23.43 meV
screening wavevector: 0.0770 /nm
plasmon energy: 16.21 meV
factors on emission: nonparabolic, screened, unblocked
  E=40.0 meV: 0.9375, 0.7740, 0.7502
  E=114.7 meV: 0.9907, 0.6982, 0.9818
  E=200.0 meV: 1.0586, 0.6672, 0.9993
phonon wavevector at threshold: 0.2143 /nm
wavevector range at 200 meV: 0.0470 to 0.9777 /nm
zone boundary 2 pi/a for a=0.58 nm: 10.83 /nm
```
